# The Lindhard function of the free electron gas at finite frequency

**Q.** I want the density response of the free electron gas at finite frequency, derived so that I can check each sign. What exactly is being computed?

**A.** Take non-interacting electrons in a periodic box of volume \(V\), at zero temperature, with both spins equally occupied, in Hartree atomic units. The orbitals are plane waves with energy \(\varepsilon_{\mathbf k}=k^2/2\), and the occupation per spin is \(f_{\mathbf k}=\theta(k_F-k)\). Sums become integrals by \(V^{-1}\sum_{\mathbf k}\to\int d^3k/(2\pi)^3\), so the density is \(n=2\cdot\frac{4\pi}{3}k_F^3/(2\pi)^3=k_F^3/3\pi^2\). Each electron feels a weak, real potential energy switched on in the distant past,
\[ \delta v=\lambda e^{i\mathbf q\cdot\mathbf r-izt}+\text{c.c.},\qquad z=\omega+i\eta,\quad \eta>0 , \]
with real \(\lambda\). Since \(|e^{-izt}|=e^{\eta t}\), it vanishes as \(t\to-\infty\), which selects the retarded response. The Lindhard function is defined to first order in \(\lambda\) by \(\delta n=\chi_0(q,z)\,\lambda e^{i\mathbf q\cdot\mathbf r-izt}+\text{c.c.}\) The Kohn–Sham orbitals of the uniform gas are these plane waves, so \(\chi_0\) is also its Kohn–Sham response function in time-dependent density functional theory.

**Q.** How does the definition become a sum over orbitals?

**A.** The potential couples \(\mathbf k\) only to \(\mathbf k\pm\mathbf q\), so to first order
\[ \psi_{\mathbf k}=V^{-1/2}e^{i\mathbf k\cdot\mathbf r-i\varepsilon_{\mathbf k}t}\left[1+a(t)e^{i\mathbf q\cdot\mathbf r}+b(t)e^{-i\mathbf q\cdot\mathbf r}\right]. \]
Insert this in \(i\partial_t\psi=(-\tfrac12\nabla^2+\delta v)\psi\) and collect each plane wave. The conjugate term of the potential has time factor \(e^{iz^*t}\), so
\[ i\dot a=(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k})a+\lambda e^{-izt},\qquad i\dot b=(\varepsilon_{\mathbf k-\mathbf q}-\varepsilon_{\mathbf k})b+\lambda e^{iz^*t}. \]
The solutions that vanish in the distant past follow the driving terms, with \(i\dot a=za\) and \(i\dot b=-z^*b\):
\[ a=\frac{\lambda e^{-izt}}{z+\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}},\qquad b=\frac{\lambda e^{iz^*t}}{-z^*+\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q}} . \]
To first order \(V|\psi_{\mathbf k}|^2=1+(a+b^*)e^{i\mathbf q\cdot\mathbf r}+\text{c.c.}\), and \(b^*=-\lambda e^{-izt}/(z+\varepsilon_{\mathbf k-\mathbf q}-\varepsilon_{\mathbf k})\). Sum over occupied orbitals and two spins, using \(\varepsilon_{\mathbf k\pm\mathbf q}-\varepsilon_{\mathbf k}=\pm\mathbf k\cdot\mathbf q+q^2/2\):
\[ \chi_0=2\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}\left[\frac{1}{z-\mathbf k\cdot\mathbf q-q^2/2}-\frac{1}{z-\mathbf k\cdot\mathbf q+q^2/2}\right].\tag{1} \]

**Q.** You let an electron mix into \(\mathbf k+\mathbf q\) even when that state is occupied. Where is the Pauli principle?

**A.** All orbitals evolve under the same unitary operator, so they stay orthonormal, and the density of their Slater determinant is the plain sum of \(|\psi_{\mathbf k}|^2\). The blocked transitions cancel in that sum. Rename \(\mathbf k\to\mathbf k+\mathbf q\) in the second term of (1); its denominator \(z+\varepsilon_{\mathbf k-\mathbf q}-\varepsilon_{\mathbf k}\) becomes \(z+\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}\), the same as in the first term:
\[ \chi_0=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{z+\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}} .\tag{2} \]
A pair of occupied states contributes \(1-1=0\).

**Q.** How is the three-dimensional integral done?

**A.** Form (1) is convenient because both terms run over the same sphere and depend only on the component of \(\mathbf k\) along \(\mathbf q\). Call it \(k_Ft\), with \(-1<t<1\). The sphere is a stack of discs of area \(\pi k_F^2(1-t^2)\) and thickness \(k_F\,dt\). With
\[ \nu_\pm=\frac{z}{qk_F}\pm\frac{q}{2k_F} \]
the denominators are \(qk_F(\nu_--t)\) and \(qk_F(\nu_+-t)\). The prefactor is \(\frac{2}{8\pi^3}\frac{\pi k_F^3}{qk_F}=\frac14N_0\frac{k_F}{q}\) with \(N_0=k_F/\pi^2\), which is the density of states at the Fermi level, \(dn/d\varepsilon_F=(k_F^2/\pi^2)/k_F\). Hence
\[ \chi_0=N_0\frac{k_F}{q}\left[\Psi(\nu_-)-\Psi(\nu_+)\right],\qquad \Psi(\nu)=\frac14\int_{-1}^{1}\frac{1-t^2}{\nu-t}\,dt .\tag{3} \]
Write \(1-t^2=(1-\nu^2)+(\nu-t)(\nu+t)\). The second piece cancels the denominator and gives \(\int_{-1}^1(\nu+t)\,dt=2\nu\). The first needs \(\int_{-1}^1dt/(\nu-t)=-\ln(\nu-t)\big|_{-1}^{1}\). Because \(\operatorname{Im}\nu>0\), the point \(\nu-t\) stays in the upper half plane, where the principal logarithm is continuous. So
\[ \Psi(\nu)=\frac{\nu}{2}+\frac{1-\nu^2}{4}\left[\ln(\nu+1)-\ln(\nu-1)\right].\tag{4} \]

**Q.** The logarithms are complex. What are the real and imaginary parts at real frequency?

**A.** Let \(\eta\to0^+\), so that \(\nu_\pm\) are real from here on and approached from above. A real number \(y\) approached from above has phase \(0\) if positive and \(\pi\) if negative: \(\ln(y+i0)=\ln|y|+i\pi\theta(-y)\). The imaginary part of the bracket in (4) is \(\pi[\theta(-1-\nu)-\theta(1-\nu)]\), which is \(\pi-\pi=0\) for \(\nu<-1\), \(-\pi\) for \(|\nu|<1\), and \(0\) for \(\nu>1\). Therefore
\[ \operatorname{Re}\Psi=\frac{\nu}{2}+\frac{1-\nu^2}{4}\ln\left|\frac{\nu+1}{\nu-1}\right|,\qquad \operatorname{Im}\Psi=-\frac{\pi}{4}(1-\nu^2)\,\theta(1-|\nu|).\tag{5} \]
At \(\nu=\pm1\) the factor \(1-\nu^2\) overcomes the logarithm and \(\Psi=\pm\frac12\). In (3) the terms \(\nu/2\) combine to \((\nu_--\nu_+)/2=-q/2k_F\), so
\[ \operatorname{Re}\chi_0=-N_0\left\{\frac12-\frac{k_F}{4q}\left[(1-\nu_-^2)\ln\left|\frac{\nu_-+1}{\nu_--1}\right|-(1-\nu_+^2)\ln\left|\frac{\nu_++1}{\nu_+-1}\right|\right]\right\}, \]
and with \(N_0\frac{k_F}{q}\frac{\pi}{4}=\frac{k_F^2}{4\pi q}\),
\[ \operatorname{Im}\chi_0=-\frac{k_F^2}{4\pi q}\left[(1-\nu_-^2)\theta(1-|\nu_-|)-(1-\nu_+^2)\theta(1-|\nu_+|)\right].\tag{6} \]
Negative frequencies follow by symmetry. Substituting \(t\to-t\) in (3) gives \(\Psi(-\nu^*)=-\Psi(\nu)^*\), and \(z\to-z^*\) sends \(\nu_\mp\to-\nu_\pm^*\), so \(\chi_0(q,-z^*)=\chi_0(q,z)^*\): the real part is even in \(\omega\) and the imaginary part odd.

**Q.** Two step functions suggest two boundaries at every \(q\). Where is \(\operatorname{Im}\chi_0\) nonzero?

**A.** Take \(\omega>0\) and multiply each inequality by \(qk_F\). The condition \(\nu_-<1\) is \(\omega<\omega_+\equiv qk_F+q^2/2\). The condition \(\nu_->-1\) is \(\omega>q^2/2-qk_F\), which restricts nothing when \(q<2k_F\). Since \(\nu_+>0\), the second step needs only \(\nu_+<1\), or \(\omega<qk_F-q^2/2\), which is possible only for \(q<2k_F\); then \(|\nu_-|<\nu_+<1\) and both steps are on. In that case the bracket of (6) is
\[ \nu_+^2-\nu_-^2=(\nu_++\nu_-)(\nu_+-\nu_-)=\frac{2\omega}{qk_F}\cdot\frac{q}{k_F}=\frac{2\omega}{k_F^2}. \]
With \(\omega_-\equiv|qk_F-q^2/2|\),
\[ \operatorname{Im}\chi_0=\begin{cases}-\dfrac{\omega}{2\pi q}, & \text{I: } q<2k_F,\ 0<\omega<\omega_-\\[2mm] -\dfrac{k_F^2}{4\pi q}(1-\nu_-^2), & \text{II: } \omega_-<\omega<\omega_+\\[2mm] 0 & \text{otherwise.}\end{cases}\tag{7} \]
The particle-hole continuum is therefore
\[ \max\left(0,\ q^2/2-qk_F\right)<\omega<q^2/2+qk_F . \]
The line \(\omega_-\) is its lower boundary only for \(q>2k_F\). For \(q<2k_F\) it lies inside, and the continuum reaches down to \(\omega=0\).

**Q.** That is algebra with step functions. Why should these lines limit real excitations?

**A.** In (2) use \(\operatorname{Im}(y+i\eta)^{-1}=-\eta/(y^2+\eta^2)\to-\pi\delta(y)\), the Lorentzian having area \(\pi\). With \(\Delta=\mathbf k\cdot\mathbf q+q^2/2\),
\[ A(q,\omega)\equiv-\frac1\pi\operatorname{Im}\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\,\delta(\omega-\Delta).\tag{8} \]
For \(\omega>0\) the delta function enforces \(|\mathbf k+\mathbf q|>k\), so \(f_{\mathbf k+\mathbf q}=1\) implies \(f_{\mathbf k}=1\) and \(f_{\mathbf k}-f_{\mathbf k+\mathbf q}=f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})\). Thus \(A\ge0\) counts, per volume and energy, the ways to lift an electron out of the sphere with momentum transfer \(\mathbf q\) and energy \(\omega\).

The largest \(\Delta\) comes from \(\mathbf k=k_F\hat{\mathbf q}\), whose final state at \(k_F+q\) is empty; it equals \(\omega_+\). The smallest unconstrained value, \(q^2/2-qk_F\), comes from \(\mathbf k=-k_F\hat{\mathbf q}\), whose final state at \(|q-k_F|\) is empty only if \(q>2k_F\). For \(q<2k_F\) choose \(\mathbf k\) on the Fermi surface with \(\mathbf k\cdot\hat{\mathbf q}=-q/2\); then \(|\mathbf k+\mathbf q|=k_F\) and \(\Delta=0\), so pairs of arbitrarily small energy exist.

**Q.** Then what happens on the interior line?

**A.** Pauli blocking ends there. The delta function in (8) fixes \(\mathbf k\cdot\hat{\mathbf q}=k_F\nu_-\) and contributes \(1/q\), so \(\operatorname{Im}\chi_0=-\pi\frac{2}{8\pi^3}\frac{\mathcal A}{q}=-\mathcal A/4\pi^2q\), where \(\mathcal A\) is the allowed area in that plane. Occupied initial states fill a disc of area \(\pi k_F^2(1-\nu_-^2)\). The final states have longitudinal momentum \(k_F\nu_-+q=k_F\nu_+\), so an inner disc of area \(\pi k_F^2(1-\nu_+^2)\) is blocked while \(\nu_+<1\). In region I a ring of area \(2\pi\omega\) remains, in region II the full disc, and both lines of (7) are recovered.

The blocked disc shrinks to zero at \(\nu_+=1\), so \(\operatorname{Im}\chi_0\) is continuous, but its slope is not. Below the line the slope is \(-1/2\pi q\). Above it, \(\partial_\omega\nu_-=1/qk_F\) gives \(k_F\nu_-/2\pi q^2\), and \(\nu_-=1-q/k_F\) on the line makes this \((k_F-q)/2\pi q^2\). The jump is \((k_F-q)/2\pi q^2+q/2\pi q^2=k_F/2\pi q^2\). In region I, \(A\) rises; in region II it is a parabola with top at \(\nu_-=0\), \(\omega=q^2/2\), which lies in region II when \(q^2/2>qk_F-q^2/2\), that is \(q>k_F\). For \(q<k_F\), \(\nu_->0\) throughout region II and \(A\) falls from the kink. The peak is at \(\max(qk_F-q^2/2,\ q^2/2)\).

**Q.** Does the real part notice these lines?

**A.** Its slope does. With \(L=\ln|(\nu+1)/(\nu-1)|\) and \(L'=\frac{1}{\nu+1}-\frac{1}{\nu-1}=\frac{2}{1-\nu^2}\), equation (5) gives \(\operatorname{Re}\Psi'=\frac12-\frac{\nu}{2}L+\frac12=1-\frac{\nu}{2}L\), and
\[ \partial_\omega\operatorname{Re}\chi_0=\frac{N_0}{q^2}\left[\operatorname{Re}\Psi'(\nu_-)-\operatorname{Re}\Psi'(\nu_+)\right]. \]
On \(\omega_+\) and on \(\omega_->0\) one of the \(|\nu_\pm|\) equals 1, so the real part is finite with a logarithmically infinite slope.

**Q.** I would trust the formula more if its limits were recognizable.

**A.** At \(\omega=0\), \(\nu_\pm=\pm x\) with \(x=q/2k_F\). As \(\operatorname{Re}\Psi\) is odd and \(k_F/q=1/2x\),
\[ \chi_0(q,0)=-N_0F(x),\qquad F=\frac{\operatorname{Re}\Psi(x)}{x}=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|. \]
For small \(x\) the logarithm is \(2x\) and \(F\to1\): a slowly varying repulsive potential lowers the density by \(N_0\delta v\), the Thomas–Fermi result. At \(q=2k_F\), \(F=\frac12\), and \(F'=\frac{1}{2x}-\frac{1+x^2}{4x^2}L(x)\) diverges logarithmically, at the wave vector where zero-energy pairs cease.

For \(q\to0\) at fixed \(s=\omega/qk_F\ne1\), \(\Psi(s-x)-\Psi(s+x)=-2x\Psi'(s)+O(x^3)\), so \(\chi_0\to-N_0\Psi'(s)\). This is \(-N_0\) at \(s=0\) but tends to zero as \(s\to\infty\): the limits \(q\to0\) and \(\omega\to0\) do not commute.

For \(\omega\gg\omega_+\), expand \(1/(\nu-t)=\sum_mt^m/\nu^{m+1}\) in (3). Odd powers vanish, \(\frac14(2-\frac23)=\frac13\) and \(\frac14(\frac23-\frac25)=\frac1{15}\), so \(\Psi=\frac{1}{3\nu}+\frac{1}{15\nu^3}+\dots\) Then
\[ \frac{1}{s-x}-\frac{1}{s+x}=\frac{2x}{s^2}\left(1+\frac{x^2}{s^2}+\dots\right),\qquad \frac{1}{(s-x)^3}-\frac{1}{(s+x)^3}=\frac{6x}{s^4}+\dots \]
sum to \(\frac{2x}{3s^2}\left[1+\frac{x^2}{s^2}+\frac{3}{5s^2}\right]\). The prefactor times \(N_0/2x\) is \(N_0/3s^2=nq^2/\omega^2\), and \(x^2/s^2=q^4/4\omega^2\):
\[ \chi_0=\frac{nq^2}{\omega^2}\left[1+\frac{\frac35k_F^2q^2+\frac14q^4}{\omega^2}+O(\omega^{-4})\right].\tag{9} \]
The response is positive here, as for an oscillator driven above resonance.

**Q.** Are the real and imaginary parts consistent with each other?

**A.** Insert \(1=\int d\omega'\,\delta(\omega'-\Delta)\) in (2), use (8), and fold negative \(\omega'\) onto positive, \(A\) being odd:
\[ \chi_0(q,z)=\int_{-\infty}^{\infty}\frac{A(q,\omega')}{z-\omega'}d\omega'=\int_0^\infty\frac{2\omega'A(q,\omega')}{z^2-\omega'^2}d\omega'.\tag{10} \]
Since \(\operatorname{Re}(y+i\eta)^{-1}=y/(y^2+\eta^2)\) tends to the principal value of \(1/y\), the first form yields the Kramers–Kronig relation \(\operatorname{Re}\chi_0(\omega)=\frac1\pi P\!\int\operatorname{Im}\chi_0(\omega')\,d\omega'/(\omega'-\omega)\). Expanding the second form as \(2\int\omega'A/z^2+2\int\omega'^3A/z^4+\dots\) and matching with (9) gives the f-sum rule and the third moment,
\[ \int_0^\infty\!\omega\operatorname{Im}\chi_0\,d\omega=-\frac{\pi nq^2}{2},\qquad \int_0^\infty\!\omega^3\operatorname{Im}\chi_0\,d\omega=-\frac{\pi nq^2}{2}\left(\tfrac35k_F^2q^2+\tfrac14q^4\right). \]
The total weight \(\int_0^\infty A\,d\omega=nS(q)\) counts all allowed pairs, so \(S\) is one minus the overlap fraction of two Fermi spheres a distance \(q\) apart. For \(x<1\) the overlap is two caps, \(2\pi k_F^3\int_x^1(1-t^2)dt=2\pi k_F^3(\frac23-x+\frac{x^3}{3})\); dividing by \(\frac{4\pi}{3}k_F^3\) leaves \(S=\frac32x-\frac12x^3\). For \(x>1\), \(S=1\).

**Q.** Show me numbers.

**A.** Take the model density parameter \(r_s=2\) bohr, with \(n=3/4\pi r_s^3=0.029842\) bohr\(^{-3}\), \(k_F=0.959579\) bohr\(^{-1}\), \(\varepsilon_F=0.460396\) Ha (12.5 eV) and \(N_0=0.097226\). All response values are in bohr\(^{-3}\)Ha\(^{-1}\); the digits belong to the model. The nearly-free-electron metal fcc-Al, with a rough lattice constant of 4.0 Å and 12 valence electrons per cubic cell, has \(r_s\) near 2 bohr, slightly above the model value.

At \(q=0.5k_F=0.479790\) bohr\(^{-1}\), \(N_0k_F/q=0.194451\), the kink is at 0.345297 Ha (9.40 eV) and the upper edge at 0.575495 Ha (15.66 eV).

- \(\omega=0.20\) Ha, region I: \(\nu_-=0.184409\), \(\nu_+=0.684409\). From (5), \(\operatorname{Re}\Psi(\nu_-)=0.0922+0.2415\ln(1.184409/0.815591)=0.1823\). Then \(\operatorname{Re}\chi_0=0.194451\,(0.182304-0.564768)=-0.074371\) and \(\operatorname{Im}\chi_0=-0.20/(2\pi\cdot0.479790)=-0.066344\).
- \(\omega=0.45\) Ha, region II: \(\nu_-=0.727419\), \(\nu_+=1.227419\). \(\operatorname{Re}\chi_0=0.194451\,(0.581065-0.324743)=+0.049842\) and \(\operatorname{Im}\chi_0=-\frac{\pi}{4}0.194451\,(1-0.727419^2)=-0.071911\).
- \(\omega=0.80\) Ha, above: \(\operatorname{Re}\chi_0=0.194451\,(0.249642-0.177269)=0.014073\), with no imaginary part.

The static value is \(-0.097226\cdot0.978899=-0.095174\). The peak sits on the kink with \(\operatorname{Im}\chi_0=-0.114541\), the slope jump is \(0.959579/(2\pi\cdot0.479790^2)=0.6634\) bohr\(^{-3}\)Ha\(^{-2}\), the f-sum integral is \(-0.010791\) Ha bohr\(^{-3}\), and \(S=0.3672\).

At \(q=2.5k_F\), \(N_0k_F/q=0.038890\) and the continuum runs from 0.575495 to 5.179456 Ha. The lower edge repeats the earlier upper edge because \(\omega_-(q+2k_F)=(q+2k_F)\,q/2=\omega_+(q)\). At \(\omega=0.30\) Ha, \(\nu_-=-1.119677\) lies outside \((-1,1)\), so \(\chi_0=0.038890\,(-0.377557-0.275092)=-0.02538\) is real. It is more negative than the static \(-0.02458\), as (10) requires: below the continuum every denominator \(\omega^2-\omega'^2\) is negative and shrinks in size as \(\omega\) grows. At \(\omega=2.00\) Ha, \(\operatorname{Re}\chi_0=0.038890\,(-0.362148-0.165095)=-0.02050\) and \(\operatorname{Im}\chi_0=-0.030544\,(1-0.381183^2)=-0.026106\), where \(-0.030544\) is the peak value, reached at \(q^2/2=2.877475\) Ha.

**Q.** All of this rests on (1). Could a sign or factor have slipped in there?

**A.** The numerical check bypasses it. The program kicks the orbitals with \(2\lambda\cos(\mathbf q\cdot\mathbf r)\,\delta(t)\), propagates them freely and records \(\delta n_{\mathbf q}(t)/\lambda\). That is the response function in time, and its transform \(\int_0^\infty dt\,e^{izt}\) must equal \(\chi_0(q,z)\). At \(q=0.5k_F\), \(z=0.45+0.3i\) Ha, both roads give \(-0.0020756-0.0236846\,i\). A finite-box sum of (2) at \(q=k_F\), \(z=0.5+0.3i\) Ha gives \(-0.02788-0.03649\,i\) against \(-0.02788-0.03648\,i\) from (3). The program also asserts (5) and (7) against direct evaluation of (2), the edges against a search over allowed pairs, the weight against a Monte Carlo count, and the slopes, limits, moments and Kramers–Kronig relation.

**Q.** What are the boundaries good for?

**A.** As long as only single-pair decay is included, they decide where a collective mode is undamped. Interacting electrons respond, as Kohn–Sham particles, to \(\delta v_{\rm ext}+(4\pi/q^2+f_{xc})\,\delta n\), where \(4\pi/q^2\) comes from Poisson's equation \(q^2\delta v_H=4\pi\,\delta n\) and \(f_{xc}\) is the exchange-correlation kernel. The random phase approximation (RPA) drops \(f_{xc}\). Solving \(\delta n=\chi_0(\delta v_{\rm ext}+4\pi\,\delta n/q^2)\) gives \(\delta n=\chi_0\,\delta v_{\rm ext}/\epsilon\) with \(\epsilon=1-4\pi\chi_0/q^2\), and a zero of \(\epsilon\) at real \(\omega\) is an undamped plasmon. Inside the continuum \(\operatorname{Im}\epsilon\neq0\), and below it \(\chi_0<0\) makes \(\epsilon>1\), so neither region has one. Above \(\omega_+\), (10) shows \(\chi_0\) real, positive and falling to zero, so \(\epsilon\) rises to 1 and has a zero exactly when \(\epsilon(q,\omega_+)<0\). On the edge \(\nu_-=1\) and \(\nu_+=1+y\) with \(y=q/k_F\), so the cutoff \(q_c\) solves
\[ \frac{4\pi N_0k_F}{q^3}\left[\tfrac12-\Psi(1+y)\right]=1 . \]
By (3), \(\Psi(1)-\Psi(1+y)=\frac{y}{4}\int_{-1}^1\frac{1+t}{1+y-t}dt\), so the left side is proportional to \(y^{-2}\) times a decreasing integral. It falls from infinity to zero, the root is unique, and the mode is undamped for \(q<q_c\). For \(r_s=2\) bohr, \(q_c=0.699573\) bohr\(^{-1}=0.729\,k_F\): indeed \(4\pi\cdot0.097226\cdot0.959579/0.699573^3=3.424\) and \(3.424\,(0.5-0.207970)=1.000\). There the plasmon meets the edge at 0.9160 Ha (24.9 eV); beyond, it can decay into a single pair, which is Landau damping.

At small \(q\), (9) turns \(\epsilon=0\) into \(\omega^2=\omega_p^2[1+\frac35k_F^2q^2/\omega^2]\) with \(\omega_p^2=4\pi n\); setting \(\omega=\omega_p\) in the bracket gives \(\omega^2=\omega_p^2+\frac35k_F^2q^2+O(q^4)\). Here \(\omega_p=0.612372\) Ha (16.7 eV). At \(q=0.3k_F\) the estimate is 0.648679 Ha and the RPA root 0.651035 Ha, so the estimate is low by 0.4% of the root, which lies well above the edge at 0.317673 Ha.

**Q.** When do the closed form and the sharp boundaries fail?

**A.** Whenever an assumption used above is dropped. The volume must go to infinity before \(\eta\to0\); in a finite box (2) is a set of isolated poles. At nonzero temperature (1) and (2) hold with the Fermi function for \(f_{\mathbf k}\), but the discs no longer end at \(k_F\), and the occupation falls off over a momentum range of order \(k_BT/k_F\). Since \(\Delta\) changes by \(q\) times the change in longitudinal momentum, edges, kink and logarithmic slopes are rounded over frequencies of order \((q/k_F)\,k_BT\). In a crystal the orbitals are Bloch states, the Fermi surface need not be a sphere, and interband pairs can add absorption outside the free-electron continuum, so the numbers above describe aluminium only at the level of a uniform-gas model. Finally, \(\chi_0\) contains single pairs only. The interacting gas can also absorb by creating several pairs at once, at frequencies outside these boundaries; two pairs whose momenta add up to \(\mathbf q\) can carry more energy than \(\omega_+\). With the kernel kept, the response to \(\delta v_{\rm ext}\) obeys \(1/\chi=1/\chi_0-4\pi/q^2-f_{xc}\); outside the boundaries \(\chi_0\) is real, and a continuum of absorption there requires an imaginary part of \(f_{xc}\), so a strictly undamped plasmon below a cutoff is a statement of approximations with a real kernel, such as the RPA or an adiabatic \(f_{xc}\) (which shifts the cutoff), and not of the exact gas.

## Numbers as computed

```
fcc-Al rough a = 4.0 A, 12 e/cell: rough rs = 2.0 bohr
1 Ha = 27.2114 eV
rs = 2.0 bohr, n = 0.029842 bohr^-3, kF = 0.959579 bohr^-1
EF = 0.460396 Ha = 12.528 eV, N0 = 0.097226 bohr^-3 Ha^-1
--- q = 0.5 kF = 0.479790 bohr^-1, N0 kF/q = 0.194451 bohr^-3 Ha^-1
|q kF - q^2/2| = 0.345297 Ha = 9.396 eV (kink)
q kF + q^2/2 = 0.575495 Ha = 15.660 eV (upper edge)
peak of -Im chi0 at 0.345297 Ha, Im chi0 = -0.114541 bohr^-3 Ha^-1
w = 0.20 Ha: nu- = 0.184409, nu+ = 0.684409
  RePsi(nu-) = 0.182304, RePsi(nu+) = 0.564768
  closed form Re = -0.074371, Im = -0.066344 bohr^-3 Ha^-1
  definition  Re = -0.074371, Im = -0.066344 bohr^-3 Ha^-1
w = 0.45 Ha: nu- = 0.727419, nu+ = 1.227419
  RePsi(nu-) = 0.581065, RePsi(nu+) = 0.324743
  closed form Re = 0.049842, Im = -0.071911 bohr^-3 Ha^-1
  definition  Re = 0.049842, Im = -0.071911 bohr^-3 Ha^-1
w = 0.80 Ha: nu- = 1.487634, nu+ = 1.987634
  RePsi(nu-) = 0.249642, RePsi(nu+) = 0.177269
  closed form Re = 0.014073, Im = 0.000000 bohr^-3 Ha^-1
  definition  Re = 0.014073, Im = 0.000000 bohr^-3 Ha^-1
static: F = 0.978899, chi0(q,0) = -0.095174 bohr^-3 Ha^-1
f-sum integral = -0.010791, -pi n q^2/2 = -0.010791 Ha bohr^-3; S(q) = 0.367188
--- q = 2.5 kF = 2.398948 bohr^-1, N0 kF/q = 0.038890 bohr^-3 Ha^-1
|q kF - q^2/2| = 0.575495 Ha = 15.660 eV (lower edge)
q kF + q^2/2 = 5.179456 Ha = 140.940 eV (upper edge)
peak of -Im chi0 at 2.877475 Ha, Im chi0 = -0.030544 bohr^-3 Ha^-1
w = 0.30 Ha: nu- = -1.119677, nu+ = 1.380323
  RePsi(nu-) = -0.377557, RePsi(nu+) = 0.275092
  closed form Re = -0.025382, Im = 0.000000 bohr^-3 Ha^-1
  definition  Re = -0.025382, Im = 0.000000 bohr^-3 Ha^-1
w = 2.00 Ha: nu- = -0.381183, nu+ = 2.118817
  RePsi(nu-) = -0.362148, RePsi(nu+) = 0.165095
  closed form Re = -0.020505, Im = -0.026106 bohr^-3 Ha^-1
  definition  Re = -0.020505, Im = -0.026106 bohr^-3 Ha^-1
static: F = 0.252812, chi0(q,0) = -0.024580 bohr^-3 Ha^-1
f-sum integral = -0.269763, -pi n q^2/2 = -0.269763 Ha bohr^-3; S(q) = 1.000000
slope jump at kink, q = 0.5 kF: 0.663437 bohr^-3 Ha^-2
chi0(2kF,0) = -0.048613 bohr^-3 Ha^-1
q = 0.5 kF, w = 0.45+0.3i Ha: closed form -0.0020756-0.0236846j bohr^-3 Ha^-1
  time propagation -0.0020756-0.0236846j bohr^-3 Ha^-1
q = kF, w = 0.5+0.3i Ha: closed form -0.02788-0.03648j, box sum -0.02788-0.03649j bohr^-3 Ha^-1
plasma frequency = 0.612372 Ha = 16.664 eV
q = 0.3 kF = 0.287874 bohr^-1: upper edge = 0.317673 Ha
  RPA plasmon = 0.651035 Ha = 17.716 eV; order q^2 estimate = 0.648679 Ha
cutoff qc = 0.699573 bohr^-1 = 0.72904 kF, RePsi(1+qc/kF) = 0.207970
plasmon at cutoff = 0.915997 Ha = 24.926 eV
```
